# Neutral defect energies and composition limits on the convex hull

**Q:** My binary compound AB is a sharp vertex on the convex hull, far below its elements. Diffraction calls it a line compound, yet samples grown with excess A or B contain different vacancies. Can I see the energy of such a vacancy on the hull diagram?

**A:** Yes, provided we first say where the missing atom goes. Plot the energy per atom $e$ of each phase against the fraction $x$ of B atoms. The hull is the lower convex boundary of these points, including mixtures of phases. Let the host have composition $x_0$ and energy $e_0$ per atom. I use static energies at zero temperature for now and neutral defects throughout.

A perfect supercell has $N$ atoms and energy $E_{\rm host}=Ne_0$. Making one defect changes the number of atoms of species $i$ by $\Delta n_i$ and gives a cell of energy $E_D$. Added atoms come from reservoirs, and removed atoms go to them, at chemical potentials $\mu_i$. The formation energy is therefore

$$
E_f=E_D-E_{\rm host}-\sum_i\Delta n_i\mu_i .
$$

For an A vacancy $\Delta n_A=-1$, so the last term becomes $+\mu_A$: the removed atom still has to be counted.

If the host is in equilibrium with the reservoirs, making more perfect host costs nothing. Hence $e_0=\sum_i x_{0,i}\mu_i$, where $x_{0,i}$ is the host fraction of species $i$. Insert this into $E_{\rm host}$:

$$
E_f=E_D-\sum_i(Nx_{0,i}+\Delta n_i)\mu_i .
$$

The bracket is the number of atoms of species $i$ in the defect cell. Write it as $N_Dx_{D,i}$, where $N_D$ is the total number of atoms in that cell, and write $E_D=N_De_D$. Then

$$
E_f=N_D\left[e_D-\sum_i x_{D,i}\mu_i\right].
$$

For a binary, the sum is the straight line $\ell(x)=(1-x)\mu_A+x\mu_B$. It passes through the host point, and if no competing phase is to form, no phase may lie below it. It is then a supporting line of the hull, often called a tangent line although the hull has a corner there. The bracket is the vertical height of the defect cell above this line, and the formation energy is that height times the number of atoms.

**Q:** But as I enlarge the supercell, its point slides into the host point and the height vanishes. Where is the finite distance?

**A:** It appears when you follow the direction in which the point slides. Let $\Delta n=\Delta n_A+\Delta n_B$, so that $N_D=N+\Delta n$. The composition shift is

$$
x_D-x_0=\frac{Nx_0+\Delta n_B-(N+\Delta n)x_0}{N_D}
=\frac{q}{N_D},\qquad q=\Delta n_B-x_0\Delta n .
$$

Now define $\varepsilon=E_D-E_{\rm host}$. When the defect no longer interacts with its periodic images, $\varepsilon$ does not depend on $N$, and

$$
e_D-e_0=\frac{Ne_0+\varepsilon-(N+\Delta n)e_0}{N_D}
=\frac{\varepsilon-\Delta n\,e_0}{N_D}.
$$

Both shifts scale as $1/N_D$, so the cells lie on a straight line through the host. For $q\neq0$ its slope is

$$
s=\frac{\varepsilon-\Delta n\,e_0}{q}.
$$

The supporting line has slope $t=\mu_B-\mu_A$. At the composition of the defect cell, the two lines have risen from $e_0$ by $sq/N_D$ and $tq/N_D$. Multiplying their difference by $N_D$ gives

$$
E_f=q(s-t).
$$

This is the vertical gap between the two lines at $x=x_0+q$, the point reached by formally setting $N_D=1$. The point is an extrapolation of the dilute line. A real cell that small, such as the two-atom primitive cell of AB with one atom removed, holds strongly interacting defects and in general does not lie on the line.

For AB, $x_0=1/2$. An A vacancy has $\Delta n=-1$ and $\Delta n_B=0$, hence $q=1/2$, and its gap is read at pure B, $x=1$. A B vacancy has $q=-1+1/2=-1/2$, and its gap is read at pure A, $x=0$. A B atom on an A site has $q=1$, which puts the reading point at $x=3/2$, outside the physical diagram but still on both lines.

**Q:** Can you show me this with numbers?

**A:** Take a model rather than a named material. A and B alternate on a rigid simple cubic lattice, with energy

$$
E=-\sum_i\sqrt{\sum_j h_{ij}^2}+\frac12\sum_{i,j}v_{ij},
$$

where $j$ runs over the occupied nearest neighbours of atom $i$. The coupling $h$ is 2.0 eV for unlike neighbours and 1.0 eV for like ones. The repulsion $v$ is 0.4 eV for unlike pairs and 0.3 eV for like ones. The elements are separate phases with chosen energies $e_A=-3.0$ and $e_B=-3.4$ eV per atom. Each host atom has six unlike neighbours, so $e_0=-\sqrt6\,h+3v=-3.699$ eV per atom, with $h$ and $v$ now the unlike-pair values.

Let the compound coexist with elemental B. The supporting line then ends at $e_B$ at $x=1$. The A-vacancy line, drawn through large supercells, reaches $-2.338$ eV there. The gap is

$$
E_f(V_A)=-2.338-(-3.4)=1.062\ \text{eV}.
$$

A single cell gives the same answer. The one with 63 atoms lies 0.016858 eV per atom above the supporting line, and $63\times0.016858=1.062$ eV.

The 7-atom cell gives $7\times0.171137=1.198$ eV, which is 0.136 eV too high. In that cell three B atoms each lose two neighbours, because the vacancy and its image lie on opposite sides of them. An isolated vacancy instead leaves six B atoms with one missing neighbour each. The number of broken pairs is the same, so the repulsion cancels in the difference:

$$
h\left[3(\sqrt6-\sqrt4)-6(\sqrt6-\sqrt5)\right]=0.136\ \text{eV}.
$$

The height formula holds for this small cell too, but it describes a dense array of interacting vacancies. The point lies off the dilute defect line.

**Q:** You chose coexistence with B. The hull has a corner at my compound, so which tangent is the right one?

**A:** The growth conditions decide. A corner admits a fan of supporting lines. If the elements are the competing phases, the limits are the two hull edges that meet at AB:

$$
t_-=\frac{e_0-e_A}{1/2},\qquad t_+=\frac{e_B-e_0}{1/2}.
$$

The lower slope is the A-rich limit, where $\mu_A=e_A$; the upper is the B-rich limit, where $\mu_B=e_B$. Define the hull depth as $D=(e_A+e_B)/2-e_0$. Subtracting the slopes gives

$$
t_+-t_-=2(e_A+e_B-2e_0)=4D .
$$

Depth therefore measures the opening of the fan. In the example $D=0.499$ eV per atom, and the slopes run from $-1.398$ to $0.598$ eV.

With more species, the supporting line becomes a plane and $q$ becomes a vector with components $q_i=\Delta n_i-x_{0,i}\Delta n$. The defect cells approach the host along a ray, and the gap is again vertical, taken at $N_D=1$.

A stoichiometric defect has $q=0$. Its cells lie directly above the host, so the slope $s$ is undefined, but the scaled height $N_D(e_D-e_0)$ remains valid. Since every supporting plane passes through the host point, this energy does not depend on the growth conditions.

**Q:** A deep hull seems to say that leaving the ideal composition is expensive. Shouldn't the vacancies then be expensive as well?

**A:** Measured against the chord joining the two elements, the hull edges also rise steeply from a deep vertex, since $t_\pm=e_B-e_A\pm2D$, and the defect energy counts only the rise of the defect line beyond the edge. For the A vacancy, $E_f=\tfrac12(s-t)$ is smallest at the largest allowed slope, $t_+$. For the B vacancy, $E_f=-\tfrac12(s-t)$ is smallest at $t_-$. Their lines have slopes $+2.722$ and $-2.722$ eV, so

$$
\begin{aligned}
E_f(V_A,\text{B-rich})&=\tfrac12(2.722-0.598)=1.062\ \text{eV},\\
E_f(V_B,\text{A-rich})&=\tfrac12(2.722-1.398)=0.662\ \text{eV}.
\end{aligned}
$$

Now remove the unlike-pair repulsion, changing $v$ from 0.4 to 0. The host drops to $-4.899$ eV per atom and the depth grows from 0.499 to 1.699 eV per atom. The B-rich edge steepens to 2.998 eV, and the A-vacancy line steepens to 5.122 eV. Half their difference is still 1.062 eV. The B vacancy at the A-rich limit also stays at 0.662 eV.

**Q:** Why do the two slopes change together?

**A:** At the B-rich limit $\mu_B=e_B$, and host equilibrium gives $\mu_A=2e_0-e_B$. The A vacancy therefore costs

$$
E_f(V_A)=\varepsilon+2e_0-e_B .
$$

Read this as a process. Remove an A atom from the crystal, take a B atom from elemental B, and use the two to build one new AB unit of host. The net result is one extra B atom in the crystal and one empty A site.

Removing the A atom deletes its own bonding energy and weakens that of six B neighbours. It also removes six repulsive pairs:

$$
\varepsilon=h\left[\sqrt6+6(\sqrt6-\sqrt5)\right]-6v .
$$

The new AB unit contributes $2e_0=-2\sqrt6\,h+6v$. Adding the two,

$$
E_f(V_A)=h(5\sqrt6-6\sqrt5)-e_B .
$$

The repulsion has cancelled: six A–B pairs were lost and six were gained. The first term is the height of the defect line at pure B, $-2.338$ eV. When $v$ decreases, the host point moves down, but the defect line stays pinned at this height at $x=1$, while the hull edge stays pinned at $e_B$. Both lines swing about fixed points on the same vertical axis, so their gap there is unchanged. The B vacancy behaves in the same way at $x=0$.

The cancellation holds for any energy term proportional to the number of A–B nearest-neighbour pairs on this lattice. The square-root term does not cancel, and in a real compound a change that deepens the hull may also change the gap. What the example shows is that depth alone does not determine it.

Depth can also stay fixed while the gaps change. Set $v=0.3$ eV and lower both elements by 0.3 eV per atom. The host drops by the same 0.3 eV, so $D$ remains 0.499 eV per atom. The limiting vacancy energies rise to 1.362 and 0.962 eV, because the pinned ends of the defect lines stay put while the elements move down.

**Q:** All these energies are positive. How can the compound be off-stoichiometric at all?

**A:** At zero temperature, with positive formation energies, it is not. A negative value would put the defect cell below the assumed hull, meaning that the list of competing phases was incomplete. At finite temperature, configurational entropy gives the compound a width.

Consider a crystal with $M$ A sites and $M$ B sites in contact with elemental B. Let a fraction $a$ of the A sites be vacant, and neglect other defects and interactions between vacancies. I set $k_B=1$, so the temperature $T$ is an energy, measured in eV like the others. The free energy of the compound plus the remaining B is

$$
G=M[2e_0+a\varepsilon+T\sigma(a)]+(n_B-M)e_B,
$$

$$
\sigma(a)=a\ln a+(1-a)\ln(1-a).
$$

The total number of B atoms, $n_B$, is fixed, and so is the number of A atoms, $n_A=M(1-a)$. Making vacancies therefore requires more lattice sites. Drop the constant $n_Be_B$ and divide by $n_A$:

$$
g(a)=\frac{2e_0-e_B+a\varepsilon+T\sigma(a)}{1-a}.
$$

Differentiate and multiply by $(1-a)^2$. The terms $-a\varepsilon$ and $+a\varepsilon$ cancel, leaving

$$
(1-a)^2g'(a)=\varepsilon+2e_0-e_B+T[(1-a)\sigma'(a)+\sigma(a)].
$$

Since $\sigma'(a)=\ln a-\ln(1-a)$, the square bracket reduces to $\ln a$. The first three terms are the B-rich formation energy, so

$$
(1-a)^2g'(a)=E_f+T\ln a .
$$

For small enough $a$ this is negative: the first vacancies lower the free energy however large $E_f$ is. The derivative changes sign from negative to positive at the minimum,

$$
a=e^{-E_f/T}.
$$

The crystal then holds $M$ B atoms and $M(1-a)$ A atoms, so its composition is $x=1/(2-a)$ and

$$
x-\frac12=\frac{a}{2(2-a)}\approx\frac a4 .
$$

The A-rich limit follows by exchanging A and B.

**Q:** How wide is the single-phase region in the example?

**A:** At 1500 K, $T=0.1293$ eV. On the B-rich side $a=\exp(-1.062/0.1293)\approx2.7\times10^{-4}$, so $x$ exceeds one half by about $6.8\times10^{-5}$. On the A-rich side the vacant fraction of B sites is about $6.0\times10^{-3}$, and $x$ falls below one half by about $1.5\times10^{-3}$. On an ordinary phase diagram this is a line, though its vacancy content is finite and differs between the two sides.

The deep hull gives the same two limits. The third case, as shallow as the first, has limits about ten times closer to stoichiometry, because each limiting energy is 0.3 eV higher and $\exp(-0.3/0.1293)\approx0.1$.

I kept one kind of vacancy on each side. Among the neglected defect types, the largest contribution is that of B vacancies at the B-rich limit of the two shallow cases. They cost 0.598 eV more than the A vacancies (1.660 eV against 1.062 eV in the first case), so their fraction is about 1% of that of the A vacancies. The neglected interaction between vacancies matters more where vacancies are most numerous. Two B vacancies repel by $h(2\sqrt5-\sqrt6-\sqrt4)=0.045$ eV for each A neighbour they share, which lowers the A-rich fraction from $6.0\times10^{-3}$ to about $5.7\times10^{-3}$. This repulsion does not depend on $v$, so it shifts the first case and the deep one alike. The antisites cost more than the majority vacancy at both limits.

**Q:** Then does hull depth have no effect on the defects?

**A:** It can matter inside the window, when the depth grows while the two limiting energies stay fixed. Keep both kinds of vacancy and neglect antisites. At exact stoichiometry the vacant fractions on the two sublattices are then equal; call them $f$. Let $\varepsilon_A$ and $\varepsilon_B$ be the values of $\varepsilon$ for the two vacancies. There is no elemental reservoir now, and $n_A=n_B=M(1-f)$. The free energy per A atom is

$$
g(f)=\frac{2e_0+f(\varepsilon_A+\varepsilon_B)+2T\sigma(f)}{1-f}.
$$

The same differentiation gives $E_S+2T\ln f=0$, with the Schottky energy $E_S=\varepsilon_A+\varepsilon_B+2e_0$. Thus

$$
f=e^{-E_S/(2T)} .
$$

Because $\mu_A+\mu_B=2e_0$, $E_S$ is also the sum of the two vacancy energies on any one supporting line. Evaluate that sum at the B-rich limit. There the A vacancy has its limiting energy, while the B vacancy costs $(t_+-t_-)/2=2D$ more than at its own limit. Hence

$$
E_S=E_f(V_A,\text{B-rich})+E_f(V_B,\text{A-rich})+2D .
$$

For the shallow hull this is $1.062+0.662+0.998=2.722$ eV; for the deep one it is $1.062+0.662+3.398=5.122$ eV. The stoichiometric vacancy fraction falls from $2.7\times10^{-5}$ to $2.5\times10^{-9}$. The deep compound is much cleaner at its ideal composition, yet it reaches the same limits when equilibrated with either element, apart from the correction of about 1% that the neglected B vacancies make to the B-rich limit of the shallow case.

Depth alone does not fix $f$ either. $E_S=\varepsilon_A+\varepsilon_B+2e_0$ contains no element energy, so moving the elements changes $D$ and the limiting energies in opposite directions and leaves $f$ unchanged. The third case, as shallow as the first, has $E_S=3.322$ eV and $f=2.6\times10^{-6}$.

**Q:** What should I check before applying this to a real compound?

**A:** Start with the neighbouring phases. If another stable compound lies between AB and B, it lowers $t_+$, and for an unchanged A-vacancy line the gap $\tfrac12(s-t_+)$ grows. In the model, all 6561 occupations of a $2\times2\times2$ cell were checked and none falls below the assumed hull, but larger cells and other structures were not searched.

Next, check that the scaled height has converged with supercell size, with atomic relaxation included. Vibrations, defect binding and charged defects can all change the composition limits, and the thermal model here omits them. The numerical check covers the supercell energies, the geometric construction and the free-energy minima within these assumptions.

## Numbers as computed

```
couplings unlike, like: 2.0, 1.0 eV
like-pair repulsion: 0.3 eV
temperature 1500 K; kT = 0.12926 eV
occupations checked per case: 6561
[shallow] unlike repulsion 0.4 eV
 e_A, e_B, e0: -3.0, -3.4, -3.6990 eV/atom
 hull depth: 0.4990 eV/atom
 hull slopes t-, t+: -1.3980, 0.5980 eV
 V_A: slope 2.7221; E_f A-rich 2.0600, B-rich 1.0621 eV
  V_A line at x=1.0: -2.3379 eV/atom
 V_B: slope -2.7221; E_f A-rich 0.6621, B-rich 1.6600 eV
 B_A: slope 3.7479; E_f A-rich 5.1459, B-rich 3.1500 eV
 A_B: slope -3.7479; E_f A-rich 2.3500, B-rich 4.3459 eV
 vacant A sites, B-rich: 2.701e-04 per A site
 vacant B sites, A-rich: 5.964e-03 per B site
 x limits: 0.5 - 1.495e-03, 0.5 + 6.754e-05
 Schottky energy: 2.7221 eV
 stoichiometric vacancies: 2.673e-05 per site
[deep] unlike repulsion 0.0 eV
 e_A, e_B, e0: -3.0, -3.4, -4.8990 eV/atom
 hull depth: 1.6990 eV/atom
 hull slopes t-, t+: -3.7980, 2.9980 eV
 V_A: slope 5.1221; E_f A-rich 4.4600, B-rich 1.0621 eV
 V_B: slope -5.1221; E_f A-rich 0.6621, B-rich 4.0600 eV
 B_A: slope 6.1479; E_f A-rich 9.9459, B-rich 3.1500 eV
 A_B: slope -6.1479; E_f A-rich 2.3500, B-rich 9.1459 eV
 vacant A sites, B-rich: 2.701e-04 per A site
 vacant B sites, A-rich: 5.964e-03 per B site
 x limits: 0.5 - 1.495e-03, 0.5 + 6.754e-05
 Schottky energy: 5.1221 eV
 stoichiometric vacancies: 2.484e-09 per site
[same-depth] unlike repulsion 0.3 eV
 e_A, e_B, e0: -3.3, -3.7, -3.9990 eV/atom
 hull depth: 0.4990 eV/atom
 hull slopes t-, t+: -1.3980, 0.5980 eV
 V_A: slope 3.3221; E_f A-rich 2.3600, B-rich 1.3621 eV
 V_B: slope -3.3221; E_f A-rich 0.9621, B-rich 1.9600 eV
 B_A: slope 4.3479; E_f A-rich 5.7459, B-rich 3.7500 eV
 A_B: slope -4.3479; E_f A-rich 2.9500, B-rich 4.9459 eV
 vacant A sites, B-rich: 2.652e-05 per A site
 vacant B sites, A-rich: 5.855e-04 per B site
 x limits: 0.5 - 1.464e-04, 0.5 + 6.631e-06
 Schottky energy: 3.3221 eV
 stoichiometric vacancies: 2.625e-06 per site
[V_A cells, shallow, B-rich]
 N_D=7: x=0.571429, e=-3.485131 eV/atom
  height 0.171137 eV/atom; times N_D 1.1980 eV
 N_D=63: x=0.507937, e=-3.677375 eV/atom
  height 0.016858 eV/atom; times N_D 1.0621 eV
 N_D=215: x=0.502326, e=-3.692649 eV/atom
  height 0.004940 eV/atom; times N_D 1.0621 eV
 image interaction, smallest cell: 0.1359 eV
```
